# Channel counting and the phonon radiation limit of interface conductance, part 1

(Sections cited here and not found follow in the second part.)

Two crystals, L and R, meet at an interface. Far from it each is a perfect periodic lead extending to infinity along $z$. Near it the atoms may have any masses, positions and bonds, provided that the structure is static, the forces are linear in the displacements and of finite range, and nothing absorbs energy. The question is how much heat such an interface can pass.

The displacement component $u_i$ has mass $m_i$, and the force constants $\Phi_{ij}$ are real and symmetric. A motion of frequency $\omega$ is the real part of $u_i e^{-i\omega t}$, so that

$$m_i\omega^2u_i=\sum_j\Phi_{ij}u_j. \qquad (1)$$

The cross-section $A$ is first taken finite, so each lead has finitely many propagating waves at a given $\omega$. Band edges, where a group velocity vanishes, are isolated frequencies and are left out. Lattice-strip examples use units with $\hbar=k_B=1$; the example of a chip contact uses engineering units.

## (a) What does a stationary vibration conserve?

**Find the energy current through a cut, and show that it is the same through every cut.**

**Solution.** Let a cut divide the atoms into a left set $\mathcal A$ and a right set $\mathcal B$. The energy of $\mathcal B$ is its kinetic energy plus $\frac12\sum_{j,j'\in\mathcal B}u_j\Phi_{jj'}u_{j'}$. Its rate of change, by the equation of motion, is

$$\dot E_{\mathcal B}=\sum_{j\in\mathcal B}\dot u_j\Big(m_j\ddot u_j+\sum_{j'\in\mathcal B}\Phi_{jj'}u_{j'}\Big)=-\sum_{j\in\mathcal B,\,i\in\mathcal A}\dot u_j\Phi_{ji}u_i .$$

For complex amplitudes, $\dot u_j\to-i\omega u_j$, and the cycle average of a product is half the real part of one amplitude's conjugate times the other. Since $\mathrm{Re}(iz)=-\mathrm{Im}\,z$, the mean current to the right is

$$J=-\tfrac12\sum\mathrm{Re}\,(i\omega u_j^*\Phi_{ji}u_i)=\frac{\omega}{2}\sum_{j\in\mathcal B,\,i\in\mathcal A}\mathrm{Im}\,(u_j^*\Phi_{ji}u_i). \qquad (2)$$

It is useful to have a version for two solutions $u,w$ of the same frequency:

$$W[u,w]=\sum_{j\in\mathcal B,\,i\in\mathcal A}\big(u_j^*\Phi_{ji}w_i-u_i^*\Phi_{ij}w_j\big),\qquad J=\frac{\omega}{4i}W[u,u]. \qquad (3)$$

Take a slab $\mathcal C$ between two cuts, thicker than the range of the forces. Multiply (1) for $w_j$ by $u_j^*$, multiply the conjugate of (1) for $u_j$ by $w_j$, subtract, and sum over $\mathcal C$. The mass terms cancel:

$$0=\sum_{j\in\mathcal C}\sum_i\big(u_j^*\Phi_{ji}w_i-u_i^*\Phi_{ij}w_j\big).$$

The part with $i\in\mathcal C$ vanishes on exchanging the names $i$ and $j$. What remains is the inflow through the left cut minus the outflow through the right cut. Thus $W$, and with it $J$, does not depend on the cut.

## (b) How should the waves be normalised?

**Show that the current in a lead is a sum over separate propagating waves. Find the normalisation and the channel count for a scalar strip.**

**Solution.** A lead solution can be built from waves that acquire a factor $\lambda$ per period. Moving the cut by one period multiplies $W[u,w]$ by $\lambda_u^*\lambda_w$. But $W$ cannot change, so it vanishes unless $\lambda_u^*\lambda_w=1$. Three consequences follow.

- Propagating waves, $\lambda=e^{iq}$, with different $q$ have no cross term.
- One evanescent wave, with $|\lambda|\ne1$, carries no current and has no cross term with a propagating wave.
- Two evanescent waves can have a cross term if one grows and the other decays. Each infinite lead contains only those that decay away from the interface, so this case does not occur.

If several waves share one $q$, the Hermitian form $W/i$ is diagonalised among them. Each propagating wave can then be scaled to carry one common magnitude of current.

Now take a strip of width $N$ with one displacement per atom, mass $m$, equal springs $K$ and free edges. The transverse patterns are $\cos[\pi n(s-\tfrac12)/N]$ over the atoms $s=1,\dots,N$, scaled so that their squares sum to one. The transverse springs multiply pattern $n$ by $K\varepsilon_n$, with $\varepsilon_n=2-2\cos(\pi n/N)$, $n=0,\dots,N-1$. Inserting pattern $n$ times $ae^{iqx}$ in (1) gives

$$\frac{m\omega^2}{K}=\varepsilon_n+2-2\cos q. \qquad (4)$$

Neighbouring layers are coupled by $\Phi=-K$, so (2) gives

$$J=-\frac{\omega K}{2}|a|^2\,\mathrm{Im}\,e^{-iq}=\frac{\omega K}{2}|a|^2\sin q .$$

The choice $|a|=(K|\sin q|)^{-1/2}$ gives every wave the current $\omega/2$ in magnitude. By (4), pattern $n$ is open when $0<m\omega^2/K-\varepsilon_n<4$.

The number of channels $M(\omega)$ is the number of open waves moving towards the interface. An equal number move away: $\Phi$ is real, so conjugating a wave gives another solution of (1) with its current reversed.

## (c) What limits the transmission?

**Let $a$ and $b$ collect the flux-normalised incoming and outgoing amplitudes, with $b=Sa$. Find the largest possible total transmission from L to R in terms of $M_L$ and $M_R$.**

**Solution.** The current through a cut in L equals that through a cut in R. Hence total incoming and outgoing fluxes are equal:

$$a^\dagger a=b^\dagger b=a^\dagger S^\dagger S a .$$

This holds for every $a$. A Hermitian matrix whose expectation value vanishes for every vector is zero, so $S^\dagger S=1$. Because $S$ is a finite square matrix of dimension $M_L+M_R$, its left inverse is also its right inverse, and $SS^\dagger=1$. Write

$$S=\begin{pmatrix}r&t'\\ t&r'\end{pmatrix},$$

where $t$ has $M_R$ rows and $M_L$ columns. The LL block of $S^\dagger S=1$ and the RR block of $SS^\dagger=1$ are

$$r^\dagger r+t^\dagger t=1_{M_L},\qquad tt^\dagger+r'r'^\dagger=1_{M_R}.$$

The transmission function sums the transmitted flux over all incoming channels, $\mathcal T=\mathrm{Tr}\,t^\dagger t=\mathrm{Tr}\,tt^\dagger$. The traces of the two blocks give

$$\mathcal T=M_L-\mathrm{Tr}\,r^\dagger r=M_R-\mathrm{Tr}\,r'r'^\dagger .$$

Both subtracted traces are sums of squared moduli and cannot be negative. Therefore

$$\boxed{\;\mathcal T(\omega)\le\min[M_L(\omega),M_R(\omega)]\;} \qquad (5)$$

The smaller side limits traffic in both directions. If that side is R, there are too few outgoing states in R to receive more flux from L, and R has no more flux to send. The RR block of $S^\dagger S=1$ also gives $\mathrm{Tr}\,t'^\dagger t'=M_R-\mathrm{Tr}\,r'^\dagger r'=\mathcal T$, so transmission is equal in the two directions.

For a numerical test, strips six atoms wide with $K_L=1$, $K_R=4$ and unit lead masses were joined through three layers of random masses between 0.5 and 3. At 301 frequencies $S$ was found by solving (1). No element of $S^\dagger S-1$ exceeded $2.2\times10^{-15}$, and the largest $\mathcal T/\min(M_L,M_R)$ was 0.973. Each lead was the smaller side at some of these frequencies.

## (d) When can the limit be reached?

**State the condition for equality, and find how a smooth interface changes the limit.**

**Solution.** Equality needs zero reflection for waves arriving from the smaller side. If $M_R<M_L$, this means $r'=0$. The larger side must still reflect a total of $M_L-M_R$.

A gradual change of properties can come close. For the same leads at $\omega^2=0.8$, the counts are $M_L=2$ and $M_R=1$. An abrupt junction with one spring of strength 2 between the leads has $\mathcal T=0.907$. When the springs instead grow geometrically from 1 to 4 through sixty intermediate layers, $\mathcal T=0.99988$.

A smooth interface between leads with a common transverse period conserves the transverse wave vector $\mathbf k$, up to reciprocal vectors. Then $S$ splits into one unitary block for each $\mathbf k$, and applying (5) to each block gives

$$\mathcal T\le\sum_{\mathbf k}\min[M_L(\mathbf k),M_R(\mathbf k)]\le\min(M_L,M_R). \qquad (6)$$

The last step holds because each term is no larger than either count. In the strips, the pattern number $n$ plays the part of $\mathbf k$. At $\omega^2=6.8$, the left lead requires $2.8<\varepsilon_n<6.8$, which admits $n=4,5$. In the right lead $m\omega^2/K=1.7$, so $\varepsilon_n<1.7$, which admits $n=0,1,2$. The counts are 2 and 3, but no pattern is open on both sides. The smooth junction accordingly transmits zero to rounding error, while the random masses used in (c) mix the patterns and raise $\mathcal T$ to 0.115. Roughness can therefore help heat across, although here the result stays far below the general limit of 2.

## (e) What does this imply for conductance?

**The leads bring in phonons from reservoirs at $T_L$ and $T_R$. Derive the heat current and bound the linear conductance.**

**Solution.** In a lead of length $\ell$, allowed wave numbers are spaced by $2\pi/\ell$. A wave packet carries its energy at the group velocity $v=d\omega/dq$, so a mode with mean phonon number $n$ carries the current $v\hbar\omega n/\ell$. Summing over one band of incoming waves,

$$\frac1\ell\sum_q v\hbar\omega n\;\to\;\int\frac{dq}{2\pi}\frac{d\omega}{dq}\hbar\omega n=\int\frac{d\omega}{2\pi}\hbar\omega n .$$

The velocity cancels, so every channel carries the same spectrum. Thermal amplitudes in different channels are uncorrelated, so transmitted fluxes add to $\mathcal T$. Subtracting the opposite flow, which has the same $\mathcal T$,

$$J=\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,\mathcal T(\omega)\,[n(\omega,T_L)-n(\omega,T_R)],\qquad n=\frac1{e^{\hbar\omega/k_BT}-1}. \qquad (7)$$

The zero-point contributions cancel in this difference. For $T_L=T+\delta T$ and $T_R=T$, put $y=\hbar\omega/2k_BT$. Differentiating $n$ gives

$$\hbar\omega\frac{\partial n}{\partial T}=k_B\frac{(2y)^2e^{2y}}{(e^{2y}-1)^2}=k_B\Big(\frac{y}{\sinh y}\Big)^2>0 .$$

Because this weight is positive, (5) may be inserted under the integral:

$$\boxed{\;G\le G_{\rm rad}=\int_0^\infty\frac{d\omega}{2\pi}\,k_B\Big(\frac{y}{\sinh y}\Big)^2\min(M_L,M_R)\;} \qquad (8)$$

This is the phonon radiation limit. Let $G_L$ and $G_R$ be the same integral with $M_L$ or $M_R$ in place of the minimum. They are the emission conductances of the leads. Since the minimum is taken at each frequency, $G_{\rm rad}\le\min(G_L,G_R)$, and the inequality is strict if the smaller side changes over a range of frequencies.

Equation (7) was tested without using scattering theory. Two finite strips, two atoms wide and 240 layers long, with springs 1 and 2.25, were joined through two disordered layers. Their exact motion was followed from separate thermal states. The change in current when the left temperature was raised from 0.5 to 1.0, averaged over times before reflections from the far ends returned, was 0.11099. Equation (7) gives 0.11097.

## (f) How many channels does a crystal have per area?

**Express $M/A$ through the phonon bands. Evaluate it for isotropic sound, and find $G_{\rm rad}$ at low temperature.**

**Solution.** Transverse wave vectors have density $A/(2\pi)^2$. At fixed $\mathbf k$, each crossing of $\omega_p(\mathbf k,k_z)=\omega$ with $v_z>0$ is one channel. Since $\int dk_z\,v_z\theta(v_z)\delta(\omega-\omega_p)$ adds one for each such crossing,

$$\frac MA=2\pi\sum_p\int\frac{d^3k}{(2\pi)^3}\,v_z\,\theta(v_z)\,\delta(\omega-\omega_p). \qquad (9)$$

For $\omega_p=c_pk$, the open transverse vectors fill a disc of radius $\omega/c_p$:

$$\frac MA=\sum_p\frac{\pi(\omega/c_p)^2}{(2\pi)^2}=\frac{\omega^2}{4\pi}\sum_p\frac1{c_p^2}. \qquad (10)$$

Slow sound means many channels, so at low frequency the crystal with the smaller $\sum_p1/c_p^2$ is the smaller side. Insert its count in (8), with $x=\hbar\omega/k_BT$:

$$\frac{G_{\rm rad}}A=\frac{k_B^4T^3}{8\pi^2\hbar^3}\sum_p\frac1{c_p^2}\int_0^\infty\frac{x^4e^x\,dx}{(e^x-1)^2}.$$

One integration by parts turns the integral into $4\int_0^\infty x^3dx/(e^x-1)=4\pi^4/15$. Hence

$$\frac{G_{\rm rad}}A=4\sigma_{\rm ph}T^3,\qquad \sigma_{\rm ph}=\frac{\pi^2k_B^4}{120\hbar^3}\sum_p\frac1{c_p^2}. \qquad (11)$$

With two polarisations at the speed of light, $\sigma_{\rm ph}$ becomes the Stefan–Boltzmann constant. The low-temperature limit is thus black-body exchange by phonons, with the smaller lead setting the emission.

We have shown that elastic transmission at each frequency cannot exceed the channel count of the smaller side, and that this sets an upper limit $G_{\rm rad}$ on the conductance. It remains to compare this limit with fully diffuse scattering, to estimate it for aluminium on silicon, and to see which temperatures and processes it concerns.

Numbers in the example were calculated in double precision.
